\section*{Tunnelling Gain from Silica Scavenging: Leading Exponential and First Corrections}

\section{Three ratios for the same half nanometre}

An electron tunnels from a semiconductor substrate through 1.0 nm of silica and 2.0 nm of an upper oxide into a metal gate. When the silica is thinned to 0.5 nm and nothing else changes, exact wave matching for rectangular barriers multiplies the transmission by 588.8. The elementary WKB exponential, which ignores every reflection at the interfaces, gives 588.9. When the remaining 0.5 nm is also removed, the exact factor is 538, and for a silica film without the upper oxide it is 254. The exponential is the same in all three cases. These notes derive it, find the first correction, and then ask what survives when the voltage across the stack is held fixed.

\section{The leading exponential}

Let $\phi$ be the height of a barrier above the electron's energy and $m$ the effective mass in units of the free-electron mass $m_0$. With parabolic bands and zero momentum along the layers, the wave function across a layer obeys
\begin{equation}
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2mm_0\phi}}{\hbar}.
\end{equation}
Write the decaying solution as $\psi=e^{-S}$. Then $\psi''=(S'^2-S'')\psi$, so
\begin{equation}
S'^2=\kappa^2+S''.
\end{equation}
If $\kappa$ varies slowly, $S''$ is small and $S'\approx\kappa$. Setting $S'=\kappa+s$ and keeping first-order terms gives $2\kappa s=\kappa'$, hence
\begin{equation}
\psi\propto\kappa^{-1/2}\exp\left(-\int\kappa\,dx\right),\qquad |\kappa'|\ll\kappa^2 .
\end{equation}
In a flat layer $\kappa'=0$ and the exponential solves the equation without approximation; what WKB leaves out there is the matching at the interfaces. Keeping the exponent alone, the transmission of a stack is
\begin{equation}
\ln T\approx-2\sum_i\kappa_i t_i .
\end{equation}
The factor 2 appears because $T$ is a ratio of fluxes, quadratic in $\psi$.

Let the silica thickness go from $t$ to $t'=t-\Delta t$. The terms of the other layers cancel in the difference of the exponents:
\begin{equation}
R\equiv\frac{T(t')}{T(t)}\approx e^{-2\kappa t'+2\kappa t}=e^{2\kappa\Delta t}.
\label{eq:R}
\end{equation}

For silica take $\phi=3.1$ eV and $m=0.5$. Since $\hbar^2/2m_0=0.0381\ \mathrm{eV\,nm^2}$,
\begin{equation}
\kappa=\sqrt{\frac{0.5\times3.1}{0.0381}}\ \mathrm{nm^{-1}}=6.378\ \mathrm{nm^{-1}},\qquad
R=e^{2\times6.378\times0.5}=589 .
\end{equation}
The upper oxide, with barrier 1.5 eV and mass 0.2, has $\kappa_2=2.806\ \mathrm{nm^{-1}}$. The total exponent falls from $12.76+11.22=23.98$ to $6.38+11.22=17.60$, and the WKB transmission rises from $3.8\times10^{-11}$ to $2.3\times10^{-8}$. One decade of transmission corresponds to $\ln10/2\kappa=0.18$ nm of silica.

\section{The first correction: one extra round trip}

\subsection{Matching at the substrate}

Let the silica occupy $0<x<t$. With $\psi$ and $\psi'/m$ continuous at each interface, define $\eta=\kappa/m$ in silica and $\eta_s=k_s/m_s$ in the substrate, where $k_s$ is the incident wave number. The waves are
\begin{align}
\psi&=e^{ik_sx}+r\,e^{-ik_sx} & (x<0),\\
\psi&=a\,e^{-\kappa x}+b\,e^{\kappa x} & (0<x<t).
\end{align}
Continuity at $x=0$ requires
\begin{equation}
1+r=a+b,\qquad i\eta_s(1-r)=-\eta(a-b).
\end{equation}
Multiply the first condition by $i\eta_s$ and add the second, which removes $r$:
\begin{equation}
2i\eta_s=-(\eta-i\eta_s)\,a+(\eta+i\eta_s)\,b .
\label{eq:left}
\end{equation}

At $x=t$ the decaying wave has amplitude $ae^{-\kappa t}$ and the growing wave $be^{\kappa t}$. Their ratio
\begin{equation}
r_R=\frac{b\,e^{\kappa t}}{a\,e^{-\kappa t}}
\end{equation}
is fixed by the layers beyond the silica and does not depend on $t$. Thus $b=r_Re^{-2\kappa t}a$. Insert this in (\ref{eq:left}) and define
\begin{equation}
r_L=\frac{\eta+i\eta_s}{\eta-i\eta_s},\qquad |r_L|=1,\qquad z=r_Lr_R .
\end{equation}
The result is
\begin{equation}
a=\frac{-2i\eta_s}{\eta-i\eta_s}\,\frac{1}{1-z\,e^{-2\kappa t}} .
\end{equation}
The transmitted flux is proportional to $|ae^{-\kappa t}|^2$, with a factor set by the layers beyond $x=t$. All factors independent of $t$ go into a constant $A$:
\begin{equation}
T(t)=\frac{A\,e^{-2\kappa t}}{|1-z\,e^{-2\kappa t}|^2}.
\label{eq:T}
\end{equation}
The prefactor that WKB omits is therefore mostly $A$, and $A$ cancels in a ratio. The denominator describes an evanescent wave that crosses the silica, is reflected, returns and is reflected again.

For $|z|e^{-2\kappa t'}\ll1$, use $|1-u|^{-2}\approx1+2\,\mathrm{Re}\,u$ to obtain
\begin{equation}
\frac{T(t')}{T(t)}\approx e^{2\kappa\Delta t}
\left[1+2\,\mathrm{Re}\,z\left(e^{-2\kappa t'}-e^{-2\kappa t}\right)\right].
\label{eq:first}
\end{equation}

\subsection{The size of $z$ in the stack}

If the upper oxide is thick enough, its growing wave can be dropped; here that neglects terms of order $e^{-11.22}\approx10^{-5}$. Let $p$ be the decaying amplitude arriving at $x=t$ and $c$ the amplitude in the upper oxide. Then
\begin{equation}
p(1+r_R)=c,\qquad -\eta p(1-r_R)=-\eta_2c,
\end{equation}
and division gives $\eta(1-r_R)=\eta_2(1+r_R)$, so
\begin{equation}
r_R=\frac{\eta-\eta_2}{\eta+\eta_2}
=\frac{12.76-14.03}{12.76+14.03}=-0.048 .
\end{equation}
Here $\eta=6.378/0.5$ and $\eta_2=2.806/0.2$, in $\mathrm{nm^{-1}}$. The two oxides happen to be nearly matched in $\kappa/m$, although their barriers differ by a factor of two.

The exact calculation uses a substrate mass of 0.9 and an incident kinetic energy of 0.1 eV, while the barriers remain measured from the electron's energy. Then
\begin{equation}
\frac{\eta_s}{\eta}=\sqrt{\frac{0.1/0.9}{3.1/0.5}}=0.134,\qquad
\mathrm{Re}\,r_L=\frac{1-0.134^2}{1+0.134^2}=0.965,
\end{equation}
and $\mathrm{Re}\,z=-0.046$. At $t'=0.5$ nm, $e^{-2\kappa t'}=1/589$. The bracket in (\ref{eq:first}) differs from one by $-0.092/589=-1.6\times10^{-4}$, which takes 588.9 to 588.8.

\subsection{The second limit: no silica left}

At $t'=0$ the returning wave is no longer attenuated, and (\ref{eq:T}) must be used without expansion:
\begin{equation}
\frac{T(0)}{T(t)}=e^{2\kappa t}\,\frac{|1-z\,e^{-2\kappa t}|^2}{|1-z|^2}.
\label{eq:zero}
\end{equation}
For the stack, $|1-z|^2=1+2(0.046)+0.048^2=1.094$, so removing the last 0.5 nm gives $589/1.094=538$. The correction is modest because the oxides are nearly matched, and the match depends on the chosen masses and matching rule. Upper-oxide masses of 0.1 and 0.4 give about 400 and 760, and continuity of $\psi'$ instead of $\psi'/m$ gives about 1280, while the ratio for thinning from 1.0 to 0.5 nm stays within one unit of 589.

For bare silica the wave beyond $x=t$ propagates into the gate. Replacing $-\eta_2$ by $i\eta_g$ in the matching condition gives
\begin{equation}
r_R=\frac{\eta+i\eta_g}{\eta-i\eta_g},\qquad |r_R|=1 .
\end{equation}
With gate mass 1 and kinetic energy 5 eV, $\eta_g/\eta=\sqrt{5/6.2}=0.898$. The phase of $z$ is $2(\arctan0.134+\arctan0.898)=1.73$ rad, and
\begin{equation}
|1-z|^2=4\sin^2(0.865)=2.32,\qquad 589/2.32=254 .
\end{equation}
This explains the three opening numbers. The third depends on the electrodes: gate kinetic energies of 2 and 10 eV give about 400 and 200. The exponential rule needs a remaining film across which the round trip is weak. Evanescent waves are not restricted to $|r_R|\le1$: near a quasi-bound state of the upper layers $r_R$ can be large, and the condition is then $|z|e^{-2\kappa t'}\ll1$, not merely $\kappa t'\gg1$.

\section{Sensitivity of the exponent}

Because $\ln R=2\kappa\Delta t$ and $\kappa\propto\sqrt{m\phi}$,
\begin{equation}
\frac{\partial\ln R}{\partial\ln m}=\frac{\partial\ln R}{\partial\ln\phi}
=\frac12\ln R=3.2,\qquad
\frac{\partial\ln R}{\partial\Delta t}=2\kappa .
\end{equation}
A mass of 0.4 gives a ratio of 300, and a mass of 0.6 gives 1080. An error of 0.1 nm in the removed thickness changes $R$ by a factor of 3.6. These uncertainties far exceed the reflection correction, so the useful statement is ``roughly 600 for these parameters''.

The form of the band matters too. If a two-band dispersion replaces $\kappa^2$ by $\kappa^2(1-\phi/E_g)$, with a rough silica gap $E_g=9$ eV and the same mass, then
\begin{equation}
\ln R=6.378\sqrt{1-3.1/9}=5.16,\qquad R=175 .
\end{equation}
This measures model sensitivity. A mass fitted within one dispersion should not be carried into the other as a prediction.

\section{Fixed stack voltage}

\subsection{The first field correction}

Now hold the voltage across the two oxides at $V=0.5$ V, with electrons moving from substrate to gate. Without charge at the oxide interface, $\epsilon_1F_1=\epsilon_2F_2$ and $V=F_1t+F_2t_2$, so
\begin{equation}
F_1=\frac{V}{t+\epsilon_1t_2/\epsilon_2}.
\end{equation}
The denominator is the equivalent oxide thickness. With relative permittivities 3.9 and 20 it falls from 1.39 to 0.89 nm. The silica field rises from 3.6 to 5.6 MV/cm, while the drop across the silica, $U=F_1t$, falls from 0.360 to 0.281 V.

For a small lowering $\delta$ of a barrier, $\sqrt{\phi-\delta}\approx\sqrt\phi\,(1-\delta/2\phi)$. The mean lowering is $eU/2$ in silica and $e(V+U)/2$ in the upper oxide. The total exponent is therefore
\begin{equation}
2\kappa t\left(1-\frac{eU}{4\phi}\right)
+2\kappa_2t_2\left(1-\frac{e(V+U)}{4\phi_2}\right).
\end{equation}
Subtract the exponent after thinning, with $U'$ the new silica drop:
\begin{align}
\ln R_V&\approx2\kappa\Delta t-\frac{\kappa e}{2\phi}(tU-t'U')
-\frac{\kappa_2t_2e}{2\phi_2}(U-U')\\
&=6.378-0.226-0.147=6.005 .
\end{align}
This gives $R_V\approx405$. Integrating the WKB exponent without expanding in the field gives 394, so the first-order result is 3\% above it. Exact matching through a fine staircase of flat barriers gives 395. Both corrections are negative: the thicker silica had the larger voltage drop, which also left the upper oxide with a lower barrier before thinning.

\subsection{Confinement and carrier supply}

A current ratio also needs the number of electrons and how often they strike the oxide. Model the substrate surface as a hard wall with a uniform field $F_s=\epsilon_1F_1/\epsilon_s$, where $\epsilon_s=11.7$. The equation
\begin{equation}
-\frac{\hbar^2}{2m_sm_0}\psi''+eF_sx\,\psi=E\psi,
\end{equation}
with $x$ now the distance into the substrate, becomes Airy's equation when length is measured in $\ell=(\hbar^2/2m_sm_0eF_s)^{1/3}$. The first zero of the Airy function, at $-2.338$, gives
\begin{equation}
E_0=2.338\,eF_s\ell=2.338\left(\frac{\hbar^2}{2m_sm_0}\right)^{1/3}(eF_s)^{2/3}.
\end{equation}
From here on, the barriers of 3.1 and 1.5 eV are measured from the substrate band edge at the oxide, no longer from the electron's energy. The level rises from 0.198 to 0.267 eV above that edge, and each barrier seen by the electron is lower by this amount. (Penetration into the finite silica barrier would lower these levels to 0.187 and 0.250 eV.) The WKB transmission ratio becomes 471.

Classically, an electron leaves the wall at speed $v=\sqrt{2E_0/m_sm_0}$ and decelerates at $eF_s/m_sm_0$. Its round trip takes $2v$ divided by this deceleration, so the attempt rate is
\begin{equation}
\nu=\frac{eF_s}{2\sqrt{2m_sm_0E_0}}\propto F_s^{2/3}.
\end{equation}
It rises by $1.562^{2/3}=1.35$. If depletion charge is neglected, Gauss's law makes the electron sheet density proportional to $F_1$, which rises by 1.56, from $7.8\times10^{12}$ to $12.1\times10^{12}\ \mathrm{cm^{-2}}$. A depletion charge of $3\times10^{12}\ \mathrm{cm^{-2}}$, subtracted from both, would raise this gain to 1.9. The estimated current ratio is
\begin{equation}
471\times1.56\times1.35\approx990 .
\end{equation}
This product keeps only the WKB exponent. Because the electron's energy now differs between the two films, the prefactor $A$ of (\ref{eq:T}) no longer cancels: for $\eta_s\ll\eta$ it grows as $\eta_s\propto\sqrt{E_0}$, by a factor of 1.16. Exact matching at the two levels gives a transmission ratio of 545 instead of 471, and the escape rate of the quasi-bound level at the finite barrier gives a current ratio of about 1100. The closeness of 589 to these values within a factor of two comes from partly cancelling effects and depends on the voltage: the WKB estimate of 990 at 0.5 V becomes about 1100 at 0.3 V and 870 at 0.8 V, where the field in the thinned silica, 9 MV/cm, is already close to breakdown. Using the full surface field ignores screening by the electrons themselves and overestimates confinement; a self-consistent Hartree potential lowers the levels to about 0.17 and 0.23 eV and the WKB ratio from 471 to about 456. The estimate also places all electrons in the lowest level and ignores higher subbands and the other silicon valleys. With these included self-consistently at 358 K, and depletion charges of $0.5\times10^{12}$ to $3\times10^{12}\ \mathrm{cm^{-2}}$, the lowest level holds only about half to three quarters of the electrons (47 to 62\% when penetration into the silica is allowed) and the current ratio lies between roughly 900 and 1250. The mass 0.9 is that of the twofold valleys at a (100) silicon surface; confinement masses of 0.2 to 0.3 move the estimate from 990 to between 1100 and 1200.

All these ratios hold the drop $V$ across the oxides fixed. A transistor fixes the gate voltage, which up to a constant is $V$ plus the height of the substrate Fermi level above the band edge at the oxide, divided by $e$. That height rises after thinning, because both the level and its filling rise. At fixed gate voltage and 358 K the single-level model, with in-plane mass 0.19 and two valleys, leaves $V=0.435$ V after thinning, a charge gain of 1.36 and a current ratio of about 520 instead of 990; the self-consistent model gives $V\approx0.44$ V and a ratio of about 560 to 590.

\section{Temperature and image force}

Return to flat barriers without confinement. For an electron at energy $E$ above the band edge, expansion of the square roots gives
\begin{equation}
\ln T(E)\approx\ln T(0)+\alpha E,\qquad
\alpha=\frac{\kappa t}{\phi}+\frac{\kappa_2t_2}{\phi_2}.
\end{equation}
A Boltzmann average over the energy normal to the layers, valid for non-degenerate electrons, multiplies the WKB value $T(0)$ by
\begin{equation}
\int_0^\infty e^{\alpha E-E/k_BT_e}\frac{dE}{k_BT_e}
=\frac{1}{1-\alpha k_BT_e},\qquad \alpha k_BT_e<1,
\end{equation}
where $T_e$ is the temperature. At 358 K, direct integration of the unexpanded WKB transmission gives gains of 1.221 before and 1.175 after thinning. The thicker stack gains more because its $\alpha$ is larger, and the WKB ratio falls to 567. This leaves out motion along the layers: if in-plane momentum is conserved and the in-plane substrate mass is 0.19, the differing masses lower the oxide barriers and the WKB ratio becomes about 555. At the sheet densities of the previous section the Fermi level lies within about $k_BT_e$ of the lowest level when all subbands and valleys are filled self-consistently, and 1.4 to 2.4 $k_BT_e$ above it if all electrons are placed in that level, so Boltzmann statistics are marginal at best there. The exact transmission carries an extra factor close to $\sqrt{E}$ near the band edge, which changes the thickness-dependent gain to $(1-\alpha k_BT_e)^{-3/2}$ and the ratio to about 556.

The substrate polarises more strongly than silica and attracts the electron. With optical permittivity $\epsilon_o=2.1$ for silica, the image force at distance $x$ is
\begin{equation}
\frac{e^2}{4\pi\epsilon_0\epsilon_o(2x)^2}\,
\frac{\epsilon_s-\epsilon_o}{\epsilon_s+\epsilon_o}.
\end{equation}
Integrating from $x$ to infinity lowers the barrier by $c/x$, with
\begin{equation}
c=\frac{e^2}{16\pi\epsilon_0\epsilon_o}\,
\frac{\epsilon_s-\epsilon_o}{\epsilon_s+\epsilon_o}.
\end{equation}
The lowering is 0.16 eV at 0.75 nm. In the ratio, the first 0.5 nm next to the substrate is common to both films and cancels, leaving
\begin{equation}
\ln R=2\int_{t'}^{t}\kappa(\phi-c/x)\,dx,\qquad R=496 .
\end{equation}
Images at the other interfaces, and the substrate image acting inside the upper oxide, are omitted. With a metal gate and an optical permittivity of 4 to 5 for the upper oxide, including them lowers the ratio to roughly 450 to 470.

\section{Reading the result for a gate stack}

The thicknesses, permittivities and voltage are rough values in the regime of silicon transistors with a scavenged silica interlayer. The silica fields lie below a rough breakdown scale of 10 MV/cm, and the silica drop is far below 3.1 V, so the electron crosses the whole film in direct tunnelling. Real interlayers break the assumption of a sharp, uniform film with bulk barrier and mass: half a nanometre is only a few atomic spacings. A thickness error of 0.1 nm alone moves the ratio by a factor of 3.6. Traps, roughness and changed interface chemistry are not estimated here. Most corrections, taken one at a time, leave a gain of order $10^2$ to $10^3$; the uncertainties in mass, thickness and dispersion taken together widen the range of the flat-barrier ratio to roughly 40 to 4400 (mass 0.4 to 0.6, removed thickness 0.4 to 0.6 nm, either dispersion). The calculation is not a three-digit leakage prediction.

The leading exponent also shows what compensation would cost. With flat barriers and fixed electron energy, restoring the original transmission requires extra upper oxide of thickness
\begin{equation}
\Delta t_2=\frac{\kappa\Delta t}{\kappa_2}
=\frac{6.378\times0.5}{2.806}\ \mathrm{nm}=1.14\ \mathrm{nm}.
\end{equation}
This adds $1.14\times3.9/20=0.22$ nm of equivalent oxide thickness. Of the 0.50 nm gained by scavenging, 0.28 nm remains at equal flat-barrier transmission. At a fixed 0.5 V and equal current in the confined model above, about 1.37 nm of upper oxide is needed and 0.23 nm remains; at fixed gate voltage the values are about 1.30 and 0.25 nm. With flat barriers the exchange is favourable because $\kappa_2\epsilon_2>\kappa\epsilon_1$; an upper oxide that violates this inequality would lose more equivalent thickness than scavenging gained. For these barriers and masses the break-even permittivity is 8.9, and it rises to about 9.6 in the confined model at 0.5 V. These figures depend on the upper-oxide parameters: with flat barriers, masses of 0.1 and 0.4 leave 0.19 and 0.34 nm and move the break-even permittivity to 12.5 and 6.3. The numerical check computes the flat-barrier, fixed-voltage, single-level, thermal WKB, substrate-image and two-band ratios. The refinements quoted beside them (exact escape rates, self-consistent levels, fixed gate voltage, further images, the compensation figures and the variations of upper-oxide, electrode and voltage parameters) are not part of it.

\section*{Table of computed values}
\begin{verbatim}
Silica barrier: 3.1 eV
Silica mass: 0.5 free-electron masses
Silica thickness before: 1 nm
Silica thickness after: 0.5 nm
Upper oxide thickness: 2 nm
Upper oxide barrier: 1.5 eV
Upper oxide mass: 0.2 free-electron masses
Silica decay constant: 6.378 1/nm
Upper oxide decay constant: 2.806 1/nm
Exponent before: 23.98 (dimensionless)
Exponent after: 17.6 (dimensionless)
WKB transmission before: 3.848e-11
WKB transmission after: 2.266e-08
Main WKB ratio: 588.9 times
Exact ratio, silica 1.0 to 0.5 nm: 588.8 times
Exact ratio, silica 0.5 to 0 nm in stack: 538.4 times
Exact ratio, bare silica 0.5 to 0 nm: 254.4 times
Silica thickness per decade: 0.1805 nm
Factor per 0.1 nm silica: 3.581 times
Ratio for mass 0.4: 300.3 times
Ratio for mass 0.6: 1083 times
Stack voltage: 0.5 V
Equivalent oxide thickness before: 1.39 nm
Equivalent oxide thickness after: 0.89 nm
Capacitance and charge gain: 1.562 times
Silica field before: 3.597 MV/cm
Silica field after: 5.618 MV/cm
Rough breakdown scale: 10 MV/cm
Silica voltage drop before: 0.3597 V
Silica voltage drop after: 0.2809 V
Fixed-voltage WKB ratio, no confinement: 394.2 times
Fixed-voltage exact staircase ratio: 395 times
Confinement energy before: 0.1981 eV
Confinement energy after: 0.2667 eV
Attempt rate before: 4.21e+13 1/s
Attempt rate after: 5.667e+13 1/s
Attempt-rate gain: 1.346 times
Transmission ratio with confinement: 471.3 times
Estimated fixed-voltage current ratio: 990.8 times
Temperature: 358 K
Thermal transmission gain before: 1.221 times
Thermal transmission gain after: 1.175 times
Thermally averaged ratio: 566.8 times
Silica optical permittivity: 2.1 (relative)
Image lowering at 0.75 nm: 0.159 eV
Ratio with substrate image force: 495.6 times
Silica band gap, rough: 9 eV
Two-band ratio at unchanged mass: 174.9 times
\end{verbatim}
